Shockley surface states from gap matching: the sign of V_G, part 2

One electron moves along z; the crystal fills z < 0 and vacuum fills z > 0. We seek surface states, which decay both ways at an energy E inside a gap and below the vacuum level W. Energies are measured from the mean crystal potential. Algebra uses ħ = m = e = 1; in eV and Å, k²/2 becomes Ck²/2, C = ħ²/m = 7.6200 eV Å².

Ion planes lie at z = −a/2, −3a/2, …; G = 2π/a, g = π/a, ε = g²/2. The cosine potential is V(z) = 2V_G cos[G(z + a/2)] = −2V_G cos Gz. Part 1 kept only the waves ±g, with |V_G| < ε, and found the first-gap rule: for V_G > 0 the lower edge is p-like about the ions and one surface state exists; for V_G < 0 it is s-like and none exists. Its solution is

ψ(z) = e^{κz}(A e^{igz} + B e^{−igz}) = e^{κz} cos(gz + δ),
sin 2δ = κg/V_G,
E = ε − κ²/2 − V_G cos 2δ.

Matching to the vacuum tail e^{−qz}, q = √[2(W − E)], requires g tan δ = κ + q. For a weak gap, with q₀ = √[2(W − ε)] and sin 2δ₀ = gq₀/W,

E_s ≈ ε + V_G(1 − 2ε/W),
κ ≈ V_G q₀/W.

The example has a = 3.0 Å, |V_G| = 1.0 eV and W = 10.0 eV. For V_G > 0 the weak-gap formula gives 4.342 eV and two-wave matching 4.362 eV.

Part 2 keeps all waves, for a bounded, real V(z) of period a with V(−z) = V(z) and nondegenerate gap edges. The solution of ψ″ = 2(V − E)ψ that decays into the crystal obeys ψ(z + a) = λψ(z), |λ| = e^{κa}; at a gap edge λ = ±1. Its slope L(E) = ψ′(0)/ψ(0) has no zero or pole inside the gap and keeps one sign there. At an edge even about the termination plane z = 0, L → 0; at an odd edge, |L| → ∞.

### 2.4 L falls with energy

Let φ = ∂ψ/∂E, with ψ(0) held fixed. Differentiating the Schrödinger equation gives

φ″ = 2(V − E)φ − 2ψ.

Multiply this by ψ, multiply the equation for ψ by φ, and subtract. The potential terms cancel:

(ψφ′ − φψ′)′ = ψφ″ − φψ″ = −2ψ².

Deep in the crystal ψ falls as λ⁻ⁿ after n cells. Its energy derivative falls as nλ⁻ⁿ at the slowest, so the bracket vanishes at −∞. Integration up to z = 0 gives

ψ(0)φ′(0) − φ(0)ψ′(0) = −2∫ψ² dz, from −∞ to 0.

The quotient rule applied to L = ψ′(0)/ψ(0) produces the same left side divided by ψ(0)²:

dL/dE = −2∫ψ² dz/ψ(0)² < 0.

In eV and Å the factor 2 becomes 2/C. The integral needs one cell, because the cells form a geometric series: it equals the integral over −a < z < 0 divided by 1 − e^{−2κa}. This step did not use mirror symmetry and so holds for any termination plane, apart from poles of L.

### 2.5 Existence and uniqueness

Two cases follow.

**Lower edge even about the plane.** L starts at zero and falls, so it is negative throughout the gap. It cannot return to zero at the upper edge, so it tends to −∞ there and the upper edge is odd.

**Lower edge odd about the plane.** L is infinite at the lower edge. Since it falls with energy, it starts from +∞ and is positive throughout the gap. It can reach neither +∞ nor −∞ at the upper edge without rising or changing sign, so it tends to zero and the upper edge is even.

A surface state requires L(E) = −q(E). From q² = 2(W − E), dq/dE = −1/q, so L + q decreases strictly. In the first case it equals q > 0 at the lower edge. It tends to −∞ at the upper edge or, if W lies inside the gap, equals L(W) < 0 at E = W. There is exactly one surface state. In the second case L + q is positive and there is none.

The criterion for a step barrier is thus that the lower edge be even about the termination plane. For the cosine potential the parity of the lower edge follows from the sign of V_G at any strength. At the zone boundary expand in cos[(2n + 1)gz] or in sin[(2n + 1)gz], n = 0, 1, 2, … Both Hamiltonian matrices are tridiagonal, with diagonal (2n + 1)²ε and off-diagonal −V_G, except that the first diagonal entry is ε − V_G for the cosines and ε + V_G for the sines. The first component of an eigenvector cannot vanish, since the recursion would then make all components vanish. Using the lowest eigenvector of one matrix as a trial vector in the other shows that the cosine level, even about the plane, is strictly lower for V_G > 0, and the sine level is strictly lower for V_G < 0. The condition |V_G| < ε of Part 1 therefore belongs to the two-wave proof and is not needed here.

### 2.6 From the termination plane to the ion label

Let an edge function be even about z = 0 and obey ψ(z + a) = λψ(z), with λ = ±1. About the last ion plane,

ψ(−a/2 + s) = ψ(a/2 − s) = λψ(−a/2 − s).

At the zone boundary λ = −1, so the function is odd about the ion. This is the p-like lower edge of the stated rule. At the zone centre λ = +1, so a function even about the plane is also even about the ion. The ion label of the required lower edge is then s-like.

The program tests this in the second gap, with V_G = 1 eV, W = 25 eV and an added potential 2V_2G cos[2G(z + a/2)]. Moving the origin by a/2 does not change the sign of this component, because 2G × a/2 = 2π. For V_2G = −1 eV the lower edge has density 2.205 at the ion, relative to a cell mean of one, and a slab with two surfaces has two gap states. For V_2G = +1 eV the ion density is zero and there is no gap state.

If the crystal ends on an ion plane, that plane is also a mirror plane. The coefficient referred to it is +V_G rather than −V_G, and in the first gap the sign rule is reversed: the state requires V_G < 0.

### 2.7 Other vacuum potentials

Replace the step by a potential U(z) with U ≥ E for all z > 0 and a limit above E at large z. For the decaying solution,

(ψψ′)′ = ψ′² + ψψ″ = ψ′² + 2(U − E)ψ² ≥ 0.

Integrating from 0 to ∞, where ψψ′ vanishes, gives

−ψ(0)ψ′(0) = ∫[ψ′² + 2(U − E)ψ²] dz > 0.

The vacuum slope L_v = ψ′(0)/ψ(0) is negative, as for a step. The derivation of Section 2.4, with the decaying end now at +∞, gives

dL_v/dE = +2∫ψ² dz/ψ(0)² > 0, integrated from 0 to ∞.

If the conditions on U hold across the gap, L − L_v falls strictly and the counting of Section 2.5 is unchanged. A smooth barrier rising from 6 to 10 eV gives two slab states for V_G = +1 eV and none for V_G = −1 eV.

The rule can fail when U drops below E. Take a layer of width w = a/2 with U = 0, followed by the step to W = 10 eV. In the layer let k = √(2E) and

ψ = cos[k(z − w) + η], k tan η = q.

The last relation makes the slope at z = w equal to −q. At the crystal surface,

L_v = −k tan(η − kw) = k tan(kw − η).

At E = ε, kw = π/2 and L_v = g cot η = g²/q₀, which is positive. Across the example's gap kw − η increases from about 22° to 56°, so L_v stays positive and finite. For V_G < 0, L falls from +∞ to zero and must cross L_v once. The slab test finds two states, one per surface. They owe their existence to the attractive layer. For V_G > 0, L is negative and cannot meet the positive L_v, so this layer reverses the rule.

The barrier outside a real metal is not covered by the proof either. It is an image potential, about W − 3.6 eV Å/z at large distance, which falls towards the inner potential near the surface, so U < E in a thin region. The sign of L_v then depends on the energy and on where the image plane lies, and a gap state can occur for either sign of V_G. For a real surface the sign rule is a guide, and the barrier has to be matched explicitly.

### 2.8 A plane that is not a mirror plane

Let the termination plane lie a/4 beyond the last ions. In the two-wave solution of Part 1 this plane is at z = −a/4, where the phase is δ − π/4 and

L = κ − g tan(δ − π/4).

For V_G > 0, δ runs from 0 to π/2 and L falls from g to −g without a pole. Let W lie at or above the upper edge E_u. Then L meets −q if q < g at E_u. Squaring and dividing by two, the two-wave condition, corrected below for the dropped waves, is

0 ≤ W − E_u < ε, for V_G > 0.

If W lies inside the gap, the range ends at E = W, where q = 0, and a state requires L(W) < 0. Since L starts at +g, this fails when W is in the lower part of the gap.

For V_G < 0, δ runs from −π/2 to 0 as the energy rises. L starts at −g, falls to −∞ where the phase passes −π/2, reappears at +∞ and falls to g. The positive branch cannot meet −q. In the two-wave solution the negative branch does so if q > g at the lower edge E_l:

W − E_l > ε, for V_G < 0.

With two-wave edges these conditions read W < 2ε + |V_G| and W > 2ε − |V_G|, but the terms ±|V_G| are not reliable, because the dropped ±3g waves change the edge slope at the same order. With their relative amplitude c = V_G/(8ε), derived in Section 2.9, the oscillating factor is cos(gz + δ) + c cos(3gz + δ). At z = −a/4 and δ = ±π/2 its slope is −g(1 − 3c)/(1 + c) ≈ −g(1 − 4c), so L²/2 ≈ ε(1 − 8c) = ε − V_G. The edge concerned lies at ε + V_G for either sign of V_G, so the threshold W = E + L²/2 equals 2ε to first order in V_G. For W above the gap, the state exists for V_G > 0 if W is below about 2ε and for V_G < 0 if W is above about 2ε. In the example 2ε = 8.36 eV, and with all waves kept both thresholds lie near 8.38 eV.

Existence now depends on W as well as on the sign of V_G. W = 6 eV lies above the gap and below 2ε: a state for V_G > 0 alone. W = 20 eV lies above 2ε: a state for V_G < 0 alone. The slab counts are 2 and 0 in the first case, 0 and 2 in the second. A fitted barrier position therefore cannot be treated as a harmless parameter when this rule is applied.

### 2.9 The example with the full potential

For a = 3.0 Å, |V_G| = 1.0 eV and W = 10.0 eV, the gap edges with all important waves included are 3.149 and 5.147 eV. The exact slopes, in Å⁻¹, are:

| E (eV) | L, V_G > 0 | L, V_G < 0 |
|---|---:|---:|
| 3.169 | −0.094 | 9.280 |
| 4.148 | −1.063 | 1.063 |
| 5.127 | −11.730 | 0.119 |

They have the signs and the direction derived above. Solving L + q = 0 for V_G > 0 gives

E_s = 4.275 eV = 0.1571 hartree,
1/κ = 8.14 Å = 15.4 bohr.

The length refers to the amplitude; the density decays over half of it. The state is 1.126 eV above the lower edge and 5.725 eV below the vacuum level.

The two-wave energy is 0.087 eV higher. The dropped waves account for this. To leading order the coefficient equation for e^{3igz} is

(9ε − ε)A₃ − V_G A = 0,

so A₃ = cA with c = V_G/(8ε) = 0.030. The wave e^{−3igz} has the same ratio to B. There are two effects on the energy. First, coupling back to the main waves lowers their diagonal energies by V_G²/(8ε) = 0.030 eV. Second, the oscillating factor becomes

cos(gz + δ) + c cos(3gz + δ),

and the slope at z = 0 becomes

κ − g tan δ (1 + 3c)/(1 + c) ≈ κ − g tan δ (1 + 2c).

To keep the slope matched, tan δ must decrease by the fraction 2c. Since d(tan δ)/tan δ = 2dδ/sin 2δ, this means dδ = −c sin 2δ. From E ≈ ε − V_G cos 2δ the energy changes by

2V_G sin 2δ dδ = −2cV_G sin² 2δ = −(V_G²/4ε) sin² 2δ.

At leading order sin 2δ₀ = gq₀/W = 0.986, after restoring C. The total shift is −0.030 × (1 + 2 × 0.973) = −0.088 eV, close to the difference found.

The weak-gap value 4.342 eV is nearer to the exact energy than the two-wave value, although it contains less. The second-order terms that two-wave matching adds to it are

−κ²/2 + V_G sin² 2δ₀ [V_G/W − V_G(1 − 2ε/W)/(2(W − ε))].

In the bracket, V_G/W is κ/q₀ and the other term is the relative change of q. Numerically this is −0.058 + 0.973 × (0.100 − 0.014) = +0.025 eV. The actual difference between the two approximations is 0.020 eV; the remainder is of higher order in V_G. With κ² = 2V_G²(W − ε)/W² and sin² 2δ₀ = 4ε(W − ε)/W², the three terms add to V_G²(3ε − W)/W². In this example W < 3ε, so the sum is opposite in sign to the −0.088 eV from the dropped waves, and leaving out both gives a partial cancellation. This depends on the chosen W. For W > 3ε the two contributions have the same sign. For W below about 1.48ε the sum is more than twice the shift from the dropped waves, so the cancellation overshoots. In both ranges the two-wave value is the nearer one at second order; the weak-gap value is nearer only between them. Both approximations have second-order errors: on halving V_G from 0.2 to 0.1 eV, their energy errors relative to exact matching fall by factors of 4.00 (two-wave matching) and 4.04 (weak-gap formula).

The numerical check also diagonalizes a finite-difference slab of 40 ion planes, without using the matching condition. For V_G > 0 it finds a pair at 4.2745 eV, one state per surface, with an inward decay constant of 0.123 Å⁻¹ as in exact matching. For step barriers at 4, 6, 10 and 20 eV, the first of them inside the gap, it finds two gap states for V_G > 0 and none for V_G < 0.

Calculated quantities

```
layer spacing a = 3.0 angstrom
|V_G| = 1.0 eV, vacuum level W = 10.0 eV
hbar^2/m = 7.6200 eV angstrom^2
g = 1.0472 1/angstrom, eps = 4.1781 eV
two-wave gap edges: 3.1781, 5.1781 eV
exact gap edges: 3.1491, 5.1473 eV
lower-edge density (cell mean = 1) at ion, termination plane:
  V_G > 0: 0.000, 2.117
  V_G < 0: 2.117, 0.000
exact slope psi'/psi at z = 0 (1/angstrom), V_G > 0 then V_G < 0:
  E = 3.169 eV: -0.094, 9.280
  E = 4.148 eV: -1.063, 1.063
  E = 5.127 eV: -11.730, 0.119
mid-gap slope derivative, 1/(eV angstrom), V_G > 0 then V_G < 0:
  -1.1892, -0.9393
surface state for V_G > 0:
  weak-gap formula: E = 4.3425 eV
  weak-gap formula: kappa = 0.1236 1/angstrom
  two-wave matching: E = 4.3621 eV
  two-wave delta = 51.95 degrees
  two-wave kappa = 0.1216 1/angstrom
  two-wave q = 1.2165 1/angstrom
  two-wave g tan(delta) = 1.3381 1/angstrom
  exact matching: E = 4.2750 eV = 0.15710 hartree
  exact kappa = 0.1228 1/angstrom
  exact amplitude decay length = 8.14 angstrom = 15.38 bohr
  exact E above lower edge = 1.1259 eV
  exact E below vacuum level = 5.7250 eV
  slab pair: E = 4.2745, 4.2745 eV
  slab kappa = 0.1229 1/angstrom
energy-error ratio, V_G = 0.2 eV over 0.1 eV:
  two-wave 4.00, weak-gap formula 4.04
slab gap states (two surfaces), V_G > 0 then V_G < 0:
  step W = 4 eV: 2, 0
  step W = 6 eV: 2, 0
  step W = 10 eV: 2, 0
  step W = 20 eV: 2, 0
  smooth barrier from 6 to 10 eV: 2, 0
  plane at a/4, W = 6 eV: 2, 0
  plane at a/4, W = 20 eV: 0, 2
attractive layer 1.5 angstrom wide, V_G < 0: 2 states
zone-centre gap, V_G = 1 eV, W = 25 eV, second harmonic V_2G:
  V_2G = -1 eV: 2 states, ion density 2.205
  V_2G = +1 eV: 0 states, ion density 0.000
```
